# Orbital and density cutoffs with ultrasoft pseudopotentials, part 1

(Sections cited here and not found follow in the second part.)

A model of the manganese $3d^4$ shell, described by an ultrasoft pseudopotential, has its four orbitals converged to 1 mHa in total at a plane-wave cutoff of 21.0 Ry, where a kinetic-energy estimate puts the all-electron orbitals at 1123 Ry. The usual rule puts the density cutoff at four times the orbital cutoff, 83.9 Ry. On that grid the Hartree energy of the shell is short by 1.395 mHa, more than the tolerance the orbitals have just met, and the density has to be carried to 93.1 Ry. At a tolerance of 0.1 mHa the three numbers are 34.7 Ry for the orbitals, 138.7 Ry by the rule, and 169.8 Ry in fact. Measured against the all-electron orbitals the cutoff has fallen by a factor of about 50 at the first tolerance and about 60 at the second, of which only about a factor of two is due to relaxing the norm, and the density has not followed.

Hartree atomic units are used in all formulas. Cutoffs are quoted in rydbergs: a plane wave of wave vector $G$ has kinetic energy $G^2/2$ Ha, which is $G^2$ Ry with $G$ in 1/bohr.

## The belief and its sound half

The belief is that an ultrasoft pseudopotential makes the whole calculation soft: the density is built from the orbitals, the orbitals need only a low cutoff $E_w$, so the density needs at most $4E_w$. It tempts because it rests on a theorem. Let an orbital in a cell of volume $\Omega$ be

$$\phi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf K} c(\mathbf K)\,e^{i\mathbf K\cdot\mathbf r},\qquad |\mathbf K|\le G_w,\qquad E_w=G_w^2 ,$$

where $\mathbf K=\mathbf k+\mathbf G$ runs over a Bloch vector plus reciprocal lattice vectors. Multiplying the sum by its conjugate gives terms $c^*(\mathbf K)c(\mathbf K')e^{i(\mathbf K'-\mathbf K)\cdot\mathbf r}$, and collecting those with $\mathbf K'-\mathbf K=\mathbf G$ gives

$$|\phi|^2(\mathbf G)=\Omega^{-1}\sum_{\mathbf K}c^*(\mathbf K)\,c(\mathbf K+\mathbf G).$$

A term survives only if both $|\mathbf K|\le G_w$ and $|\mathbf K+\mathbf G|\le G_w$, and then the triangle inequality gives $|\mathbf G|\le|\mathbf K+\mathbf G|+|\mathbf K|\le 2G_w$. Squaring, $|\mathbf G|^2\le 4E_w$. Beyond that radius $|\phi|^2$ has no Fourier components at all; the numerical check below finds $3.8\times10^{-17}$ there, which is rounding.

The theorem has one premise: the density is a sum of squared band-limited orbitals. That premise holds for a norm-conserving pseudopotential without a partial core charge. It is exactly the premise given up when norm conservation is relaxed.

## A soft orbital that lacks charge

Take one atom, one channel with $l=2$, and one projector. Orbitals are written $u(r)Y_m(\hat{\mathbf r})/r$ with real spherical harmonics $Y_m$, and the radial kinetic operator is $T=-\tfrac12\,d^2/dr^2+3/r^2$, since $l(l+1)/2=3$. The all-electron orbital is a chosen input, roughly of the shape of a $3d$ orbital of Mn:

$$u(r)=r^3\left(A_1e^{-\zeta_1 r}+A_2e^{-\zeta_2 r}\right),\qquad \zeta_1=5.15,\quad \zeta_2=1.9\ \text{bohr}^{-1}.$$

Weights 0.53 and 0.65 on the two normalized Slater functions, followed by normalization of the sum, give $A_1=69.2005$ and $A_2=2.58856$ bohr$^{-7/2}$. The orbital peaks at 0.71 bohr and has a kinetic energy of 5.9367 Ha. To make $u$ an exact eigenfunction, solve $(T+V)u=\varepsilon u$ for the potential: $V=\varepsilon+u''/2u-3/r^2$. At large $r$ only the second term of $u$ remains, $u''/u\to 6/r^2-6\zeta_2/r+\zeta_2^2$, and $V\to\varepsilon+\zeta_2^2/2-3\zeta_2/r$. The choice $\varepsilon=-\zeta_2^2/2=-1.8050$ Ha makes $V$ vanish at infinity. It fixes the zero of energy and is not meant as the $3d$ level of the real ion.

The soft orbital $\phi$ equals $u$ beyond $r_c=2.2$ bohr. Inside it is $\phi=c_1f_1+c_2f_2$ with $f_i=r\,j_2(q_ir)$. These functions solve the free radial equation $Tf_i=\tfrac12q_i^2f_i$, that is $f_i''=(6/r^2-q_i^2)f_i$. The wave numbers are the two smallest solutions of $f_i'/f_i=u'/u$ at $r_c$. With $u'/u=-0.60315$ bohr$^{-1}$ they are $q_1=1.9669$ and $q_2=3.4706$ bohr$^{-1}$. Any combination then has the right logarithmic derivative, so matching the value also matches the slope, and one more condition matches the curvature. Let $s_i=c_if_i(r_c)/u(r_c)$ be the share of each function in the value at $r_c$. The two conditions read

$$s_1+s_2=1,\qquad s_1\left(\frac{6}{r_c^2}-q_1^2\right)+s_2\left(\frac{6}{r_c^2}-q_2^2\right)=\frac{u''}{u}\Big|_{r_c}.$$

Eliminating $s_1$ turns the second into $6/r_c^2-q_1^2-s_2(q_2^2-q_1^2)=u''/u$. With $6/r_c^2=1.2397$, $q_1^2=3.8687$, $q_2^2=12.0451$ and $u''/u=-0.0434$,

$$s_2=\frac{1.2397-3.8687+0.0434}{12.0451-3.8687}=-0.3162,\qquad s_1=1.3162 .$$

Multiplying by $u(r_c)=0.43052$ and dividing by $f_i(r_c)$ gives $c_1=1.07302$ and $c_2=0.46728$ bohr$^{-3/2}$; $c_2$ is positive because $f_2(r_c)$ is negative. No condition on $\int\phi^2dr$ has been imposed. A norm-conserving orbital would have to hold the full charge inside $r_c$ and could not be so flat. The present one holds $\langle\phi|\phi\rangle=0.43375$, and the deficit

$$Q(r)=u^2-\phi^2,\qquad q=\int_0^{r_c}Q\,dr=1-0.43375=0.56625$$

is more than half an electron per orbital. $Q$ vanishes for $r>r_c$.

Choose a smooth local potential equal to $V$ outside $r_c$; inside it is here the parabola $b_0+b_2r^2$ matched in value and slope, with $b_0=-3.2821$ Ha and $b_2=0.1726$ Ha/bohr$^2$. Define

$$\chi=(\varepsilon-T-V_{\rm loc})\phi,\qquad B=\langle\phi|\chi\rangle,\qquad \beta=\chi/B,\qquad D=B+\varepsilon q ,$$

$$H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|,\qquad S=1+q|\beta\rangle\langle\beta| .$$

Outside $r_c$, $\chi=0$ because there $\phi=u$ and $V_{\rm loc}=V$. By construction $\langle\beta|\phi\rangle=B/B=1$, and the definition of $\chi$ rearranges to $(T+V_{\rm loc})\phi=\varepsilon\phi-B\beta$. Therefore

$$H\phi=\varepsilon\phi-B\beta+D\beta=\varepsilon\phi+\varepsilon q\beta=\varepsilon S\phi,\qquad \langle\phi|S|\phi\rangle=(1-q)+q=1 .$$

In the example $B=-0.36495$ Ha and $D=-0.36495+(-1.8050)(0.56625)=-1.3870$ Ha.

The operator $S$ does the work that norm conservation did. Let $\phi_E$ be the solution of $(H-ES)\phi_E=0$ regular at the origin, and $\dot\phi$ its derivative with respect to $E$. Differentiating gives $(H-ES)\dot\phi=S\phi_E$. Multiply this by $\phi_E$, multiply the original equation by $\dot\phi$, subtract, and integrate from 0 to $R\ge r_c$. The potential and projector terms are symmetric and cancel. The second derivatives leave $-\tfrac12\int(\phi\dot\phi''-\dot\phi\phi'')dr=-\tfrac12[\phi\dot\phi'-\phi'\dot\phi]_R$, and $\phi\dot\phi'-\phi'\dot\phi=\phi^2\,\partial_E(\phi'/\phi)$. At $E=\varepsilon$,

$$-\tfrac12\,\phi^2\,\partial_E\frac{\phi'}{\phi}\Big|_R=\int_0^R\phi^2dr+q=\int_0^Ru^2dr .$$

The same steps with $S=1$ give the same right side for the all-electron atom, so the energy slope of the logarithmic derivative, which controls the scattering near $\varepsilon$, is preserved. All of this used the integral $q$. None of it used the shape of $Q(r)$.

## What fixes the orbital cutoff

Split $\phi=\psi+\delta$, where $\psi$ lies in the truncated basis and $\delta$ is the part above the cutoff. If $\varepsilon$ is the lowest eigenvalue of the channel, the lowest eigenvalue in the basis lies between $\varepsilon$ and the Rayleigh quotient of $\psi$. Since $(H-\varepsilon S)\phi=0$ and both operators are Hermitian, every term containing $\phi$ in $\langle\phi-\delta|H-\varepsilon S|\phi-\delta\rangle$ vanishes, and

$$0\le\Delta\varepsilon\le\frac{\langle\delta|H-\varepsilon S|\delta\rangle}{\langle\psi|S|\psi\rangle},\qquad H-\varepsilon S=T+V_{\rm loc}-\varepsilon+B|\beta\rangle\langle\beta| ,$$

where $D-\varepsilon q=B$ was used. The error is of second order in $\delta$, and even the number $q$ has dropped out of the numerator. For high wave numbers $T$ dominates. The functions $\sqrt{2/\pi}\,k\,r\,j_2(kr)$ are eigenfunctions of $T$ with eigenvalue $k^2/2$, normalized to $\delta(k-k')$, so

$$\Delta\varepsilon\approx\int_{G_w}^\infty\frac{k^2}{2}\,\tilde\phi(k)^2dk,\qquad \tilde\phi(k)=\sqrt{\frac2\pi}\;k\int_0^\infty\phi(r)\,r\,j_2(kr)\,dr .$$

Define $E_w$ as the cutoff at which four electrons times $\Delta\varepsilon$ fall below the tolerance. Diagonalizing $H$ and $S$ in Bessel functions confined to a sphere of 24 bohr gives 21.0 Ry and 34.7 Ry at 1 and 0.1 mHa. The wave numbers of this basis are spaced by about $\pi/24=0.131$ bohr$^{-1}$, so $E_w$ moves in steps of $2G_w\times0.131$, about 1.2 Ry at the first tolerance and 1.5 Ry at the second. $E_w$, $4E_w$ and every ratio to $E_w$ below are known only to that step, some 4 to 6%; raising $E_w$ by one step still leaves the ratios for unmodified $Q$ above four. Spheres of 48 and 96 bohr, interpolated between basis functions, converge to 21.1 and 35.5 Ry. With these values the ratios 4.44 and 4.90 below become 4.41 and 4.79, those for $r_{\rm in}=0.6$ bohr become 4.17 and 4.46, and the Hartree losses at $4E_w$ become 1.37 and 0.21 mHa; no conclusion changes. The kinetic tail gives 21.1 and 35.5 Ry, within one step of the diagonalization, consistent with its controlling the error. The largest basis, 121 functions up to 255 Ry, reproduces $\varepsilon$ as the lowest eigenvalue to $2.6\times10^{-8}$ Ha, so no ghost state appears below it in this basis. The same kinetic tail applied to $u$ gives 1123 and 2211 Ry, about 5% and 4% above what diagonalization of the all-electron problem gives, roughly 1065 and 2130 Ry, or some 50 and 60 times $E_w$. These are all-electron figures. A nodeless norm-conserving orbital built from three Bessel functions at the same $r_c$ needs about 46 and 69 Ry by the kinetic tail, so most of the gain comes from smoothing the core region and only about a factor of two from relaxing the norm.

## The density that goes with the soft orbital

With orbitals normalized by $\langle\phi_i|S|\phi_i\rangle=1$, the sum $\sum_i|\phi_i|^2$ does not integrate to the number of electrons. In three dimensions there is one projector $\beta_m=\beta(r)Y_m/r$ for each $m$, and the missing charge is restored, with its place, by

$$n(\mathbf r)=\sum_{i\ \rm occ}|\phi_i(\mathbf r)|^2+\sum_{mm'}\gamma_{mm'}Q_{mm'}(\mathbf r),$$

$$\gamma_{mm'}=\sum_{i\ \rm occ}\langle\phi_i|\beta_m\rangle\langle\beta_{m'}|\phi_i\rangle,\qquad Q_{mm'}(\mathbf r)=\frac{Q(r)}{r^2}Y_mY_{m'} .$$

Orthonormality of the $Y_m$ gives $\int Q_{mm'}d^3r=q\,\delta_{mm'}$, so $\int n\,d^3r=\sum_i\langle\phi_i|S|\phi_i\rangle$, the electron count. For the atom itself $\phi_i=\phi Y_m/r$ and $\langle\beta_{m'}|\phi_i\rangle=\delta_{mm'}$, and each occupied orbital contributes $(\phi^2+Q)Y_m^2/r^2=u^2Y_m^2/r^2$. With unmodified $Q$ the augmented density is the all-electron valence density, however soft $\phi$ is. Of the four electrons, $4\times0.43375=1.735$ sit in the smooth part and $4\times0.56625=2.265$ in the augmentation. In Hartree energy the smooth part alone amounts to 0.7320 Ha and the full density to 5.9891 Ha.

The orbitals reach the second term only through the numbers $\gamma_{mm'}$. Truncating the orbitals changes those numbers a little and leaves the functions $Q_{mm'}(\mathbf r)$ as they were, so $E_w$ has no influence on their Fourier content. No finite cutoff contains them exactly. Suppose the periodic augmentation density were a finite Fourier sum, and suppose the augmentation spheres leave some open region of the cell uncovered. Take any straight line $\mathbf r_0+t\hat{\mathbf e}$ with $\mathbf r_0$ in that region. Along it the density is a finite sum of exponentials $e^{i\mathbf G\cdot\hat{\mathbf e}\,t}$, whose Taylor series in $t$ converges to it for all $t$. Near $t=0$ the density is zero, so all Taylor coefficients vanish, and it is zero along the whole line. Every point lies on such a line, so the augmentation density is zero everywhere. A nonzero augmentation therefore has components at arbitrarily large $G$. The factor four is an identity for the first term of $n$ and says nothing about the second, whose cutoff $E_\rho$ is a matter of tolerance.

## How much is lost by truncation

A number requires a measure. The Hartree energy has an exact expression in terms of Fourier components and is used here. Take the high-spin $d^4$ configuration with the three $t_{2g}$ orbitals and $3z^2-r^2$ occupied, which is the full set of five minus $x^2-y^2$. Write $n=\rho(r)\,a(\hat{\mathbf r})/4\pi r^2$ with $\rho=\phi^2+Q$. The five $4\pi Y_m^2$ add up to 5, and $4\pi Y_{x^2-y^2}^2=\tfrac{15}{4}\sin^4\theta\cos^22\varphi=\tfrac{15}{8}\sin^4\theta\,(1+\cos4\varphi)$. With $t=\cos\theta$, the definitions of the Legendre polynomials invert to $t^2=(2P_2+1)/3$ and $t^4=(8P_4+20P_2+7)/35$, so

$$\sin^4\theta=1-2t^2+t^4=\left(1-\tfrac23+\tfrac15\right)+\left(-\tfrac43+\tfrac47\right)P_2+\tfrac{8}{35}P_4=\tfrac{8}{15}-\tfrac{16}{21}P_2+\tfrac{8}{35}P_4 .$$

Multiplying by $15/8$ gives $1-\tfrac{10}{7}P_2+\tfrac37P_4$. The remaining piece $\sin^4\theta\cos4\varphi$ is the real part of $(x+iy)^4/r^4$, a harmonic polynomial of degree four on the unit sphere, and hence pure $L=4$. Subtracting from 5, $a=A_0+A_2+A_4$ with

$$A_0=4,\qquad A_2=\tfrac{10}{7}P_2,\qquad A_4=-\tfrac37P_4-\tfrac{15}{8}\sin^4\theta\cos4\varphi .$$

Let $p_L$ be the average of $A_L^2$ over the sphere. The average of $P_L^2$ is $1/(2L+1)$, so $p_0=16$ and $p_2=\tfrac{100}{49}\cdot\tfrac15=\tfrac{20}{49}=0.4082$. In $p_4$ the cross term vanishes on averaging $\cos4\varphi$. The average of $\cos^24\varphi$ is $\tfrac12$, and that of $\sin^8\theta$ is $\int_0^1(1-t^2)^4dt=1-\tfrac43+\tfrac65-\tfrac47+\tfrac19=\tfrac{128}{315}$. Thus $p_4=\tfrac{9}{49}\cdot\tfrac19+\tfrac{225}{64}\cdot\tfrac{128}{315}\cdot\tfrac12=\tfrac1{49}+\tfrac{35}{49}=\tfrac{36}{49}=0.7347$.

For the transform $n(\mathbf G)=\int n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ insert the expansion $e^{-i\mathbf G\cdot\mathbf r}=\sum_L(2L+1)(-i)^Lj_L(Gr)P_L(\hat{\mathbf G}\cdot\hat{\mathbf r})$. By the addition theorem the angular average of $P_L(\hat{\mathbf G}\cdot\hat{\mathbf r})A_{L'}(\hat{\mathbf r})$ is $\delta_{LL'}A_L(\hat{\mathbf G})/(2L+1)$. The factor $2L+1$ cancels, the $r^2$ of the volume element cancels that in $n$, and

$$n(\mathbf G)=\sum_L(-i)^LA_L(\hat{\mathbf G})\,g_L(G),\qquad g_L(G)=\int_0^\infty\rho_L(r)\,j_L(Gr)\,dr .$$

The index on $\rho_L$ allows for a different radial function in each multipole, which will be needed below. The program labels $g_L$ as F_L. The Hartree energy is $\tfrac12\int d^3G\,(2\pi)^{-3}(4\pi/G^2)|n(\mathbf G)|^2$. The angular integral of $|n|^2$ is $4\pi\sum_Lp_Lg_L^2$, because different $L$ are orthogonal; the $G^2$ of the volume element cancels the kernel; and the constants combine to $\tfrac12\cdot4\pi\cdot4\pi/8\pi^3=1/\pi$. Dropping all components above $G_c$ loses

$$\Delta E_H(G_c)=\frac1\pi\sum_Lp_L\int_{G_c}^\infty g_L^2\,dG ,$$

and $E_\rho=G_c^2$ is defined by setting this equal to the tolerance.

The factor of four is exact for the smooth part of the density, but the augmentation has Fourier components at arbitrarily large $G$, so its cutoff is a matter of tolerance. It remains to evaluate the Hartree energy lost by truncation in the example, and to see what softening $Q$ gains and costs.
